# Phase-Averaged Transmission of Two Barriers in Series

A 20 nm silicon channel between two silicide contacts, modelled below, transmits an electron at the Fermi energy with probability 0.0020. If the channel is lengthened gradually by 6.3 nm, this probability moves between 0.0018 and 0.73, a factor of 400. Its mean over that change of length is 0.036277. The contacts taken singly transmit $T_1=0.04657$ and $T_2=0.14095$, and the expression $T_1T_2/(T_1+T_2-T_1T_2)$, which contains neither wavelength nor channel length, also gives 0.036277 when the unrounded $T_i$ are inserted. The agreement follows from what a uniform phase does to the interference terms.

## Amplitudes and the round-trip phase

Consider one propagating mode on each side of two lossless scatterers. Amplitudes are normalised to unit flux, so their squared moduli are probabilities. For either scatterer let $r,t$ be the amplitudes for incidence from the left and $r',t'$ those for incidence from the right. Flux conservation makes the matrix

$$S=\begin{pmatrix} r & t'\\ t & r'\end{pmatrix}\tag{1}$$

unitary. Its first column gives $|r|^2+|t|^2=1$, its first row $|r|^2+|t'|^2=1$, and its second column $|r'|^2+|t'|^2=1$. Hence $|t|=|t'|$ and $|r|=|r'|$. Each barrier $i$ therefore has one transmission probability $T_i$ and one reflection probability $R_i=1-T_i$, whichever side the electron comes from.

Let the region between the barriers have length $L$ and wave number $k$. An electron from the left can pass straight through, with amplitude $t_2e^{ikL}t_1$, or first make $n$ round trips. Each round trip consists of a reflection at barrier 2, a flight back, a reflection at the inner side of barrier 1 and a flight forward. It contributes the factor

$$z=r_1'\,r_2\,e^{2ikL}=\rho e^{i\theta},\qquad \rho=\sqrt{R_1R_2},\qquad \theta=2kL+\arg r_1'+\arg r_2 .\tag{2}$$

If at least one $T_i$ is positive, then $\rho<1$ and the sum over paths converges:

$$t=t_1t_2e^{ikL}\sum_{n=0}^{\infty}z^n=\frac{t_1t_2e^{ikL}}{1-z}.\tag{3}$$

Since $|1-\rho e^{i\theta}|^2=1+\rho^2-2\rho\cos\theta$, the coherent transmission is

$$T(\theta)=\frac{T_1T_2}{1+\rho^2-2\rho\cos\theta}.\tag{4}$$

It is largest at $\theta=0$, with value $T_1T_2/(1-\rho)^2$, and smallest at $\theta=\pi$, with value $T_1T_2/(1+\rho)^2$. For equal barriers $1-\rho=T_1$, so the maximum is 1.

## The average

Now let $\theta$ be uniform over $2\pi$ while $T_1$ and $T_2$ stay fixed. Squaring the sum in (3) gives

$$T(\theta)=T_1T_2\sum_{n,m=0}^{\infty}\rho^{\,n+m}e^{i(n-m)\theta}.\tag{5}$$

The series converges absolutely, so it may be averaged term by term. The mean of $e^{i(n-m)\theta}$ is 1 for $n=m$ and 0 otherwise. Interference between paths with different numbers of round trips disappears, leaving

$$\langle T\rangle=T_1T_2\sum_{n=0}^{\infty}\rho^{2n}=\frac{T_1T_2}{1-R_1R_2}.\tag{6}$$

The denominator is $1-(1-T_1)(1-T_2)=T_1+T_2-T_1T_2$, so

$$\boxed{\langle T\rangle=\frac{T_1T_2}{T_1+T_2-T_1T_2}}\tag{7}$$

A classical particle that bounces between the barriers without any phase passes after $n$ round trips with probability $T_1(R_2R_1)^nT_2$. The sum of these probabilities is the series in (6). The coherent mean and the incoherent result are thus equal term by term, for barriers of any strength.

Taking the reciprocal of (7) gives $1/\langle T\rangle=1/T_1+1/T_2-1$, or

$$\frac{1-\langle T\rangle}{\langle T\rangle}=\frac{1-T_1}{T_1}+\frac{1-T_2}{T_2}.\tag{8}$$

If $T_2=1$, then $\langle T\rangle=T_1$, and (4) has no phase dependence because $\rho=0$.

The opaque limit shows where the mean comes from. For $T_1,T_2\ll1$, $1-\rho\approx(T_1+T_2)/2$, and near $\theta=0$ equation (4) becomes a Lorentzian:

$$T(\theta)\approx\frac{T_1T_2}{\left[(T_1+T_2)/2\right]^2+\theta^2}.\tag{9}$$

Its area is $2\pi T_1T_2/(T_1+T_2)$. Division by $2\pi$ gives $T_1T_2/(T_1+T_2)$, the opaque limit of (7). Weaker transmission narrows the resonance. For equal barriers its height stays 1, so the mean falls in proportion to the width.

## How uniform the phase must be

The real part of $(1+z)/(1-z)$ is $(1-\rho^2)/|1-z|^2$, because $(1+z)(1-z^*)=1-\rho^2+z-z^*$ and $z-z^*$ is imaginary. Also $(1+z)/(1-z)=1+2\sum_{n\ge1}z^n$. With (4) and (6),

$$\frac{T(\theta)}{\langle T\rangle}=\frac{1-\rho^2}{1+\rho^2-2\rho\cos\theta}=1+2\sum_{n=1}^{\infty}\rho^n\cos n\theta .\tag{10}$$

For a phase distribution that is not uniform, the mean transmission therefore deviates from (7), as a fraction of (7), by $2\sum\rho^n\overline{\cos n\theta}$, where the bar denotes the mean over that distribution. For a Gaussian of standard deviation $\sigma$ centred on a resonance, $\overline{\cos n\theta}=e^{-n^2\sigma^2/2}$.

For a uniform window from $\theta_a$ to $\theta_b$, integrate (10):

$$\int_0^\theta\frac{T}{\langle T\rangle}\,d\theta'=\theta+2\alpha(\theta),\qquad \alpha=\sum_{n=1}^{\infty}\frac{\rho^n\sin n\theta}{n}=-\arg(1-\rho e^{i\theta}).\tag{11}$$

The point $1-\rho e^{i\theta}$ moves on a circle of radius $\rho$ about 1. Seen from the origin, its largest angle from the real axis is that of a tangent, $\arcsin\rho$, reached at $\cos\theta=\rho$. With $\Delta=\theta_b-\theta_a$, the relative error $\varepsilon$ of the window mean obeys

$$|\varepsilon|=\frac{2|\alpha(\theta_b)-\alpha(\theta_a)|}{\Delta}\le\frac{4\arcsin\rho}{\Delta}.\tag{12}$$

It vanishes for a whole number of periods, since $\alpha$ is periodic.

The same integral gives the share of phases that carries half of the mean. Because $-\arg(1-\rho e^{i\theta})=\arg(1-\rho e^{-i\theta})$,

$$\theta+2\alpha=2\arg\!\left(e^{i\theta/2}-\rho e^{-i\theta/2}\right)=2\arctan\!\left[\frac{1+\rho}{1-\rho}\tan\frac{\theta}{2}\right].\tag{13}$$

A symmetric interval $|\theta|<\theta_h$ holds half of the full integral $2\pi$ when (13) equals $\pi/2$, hence $\tan(\theta_h/2)=(1-\rho)/(1+\rho)$.

## Averages that give something else

Equation (7) is the mean of $T$. It applies to conductances added in parallel. Averaging the reciprocal of (4), or its logarithm, gives

$$\left\langle\frac1T\right\rangle=\frac{1+R_1R_2}{T_1T_2},\qquad e^{\langle\ln T\rangle}=T_1T_2 .\tag{14}$$

The first follows from $\langle\cos\theta\rangle=0$, the second from $\ln|1-z|^2=-2\sum\rho^n\cos(n\theta)/n$, whose mean is zero.

Nor can (7) be chained through three coherent barriers. Let $\theta_1$ and $\theta_2$, the phases of the two gaps, be independent and uniform. At fixed $\theta_1$, barriers 1 and 2 form one scatterer of transmission $T_{12}(\theta_1)$. Averaging over $\theta_2$ by (8) gives $1/(1/T_{12}+a)$ with $a=(1-T_3)/T_3$. From (4), $1/T_{12}=A-B\cos\theta_1$, where $A=(1+\rho^2)/(T_1T_2)$ and $B=2\rho/(T_1T_2)$.

For the remaining average, write $A+a=s(1+u^2)$ and $B=2su$ with $0\le u<1$. By (10) the mean of $1/(A+a-B\cos\theta_1)$ is $1/[s(1-u^2)]$. Since $s^2(1-u^2)^2=s^2(1+u^2)^2-4s^2u^2$,

$$\langle T\rangle_{123}=\frac{1}{\sqrt{(A+a)^2-B^2}}.\tag{15}$$

The incoherent value is $1/(C+a)$ with $C=(1-\rho^2)/(T_1T_2)=\sqrt{A^2-B^2}$. The difference $(A+a)^2-B^2-(C+a)^2=2a(A-C)$ is positive when all three barriers reflect, so the coherent mean is then smaller. For three barriers with $T_i=0.5$, $A=5$, $B=4$ and $a=1$. The coherent mean is $1/\sqrt{20}=0.2236$, against 0.25 incoherently. The averaged pair cannot replace the fluctuating pair inside a nonlinear expression.

## A silicon channel between silicide contacts

The example is a (001) silicon film 3 nm thick, with in-plane mass $0.19\,m_0$ in its lowest subband. The Fermi level lies 0.05 eV above the subband bottom, and each contact barrier rises 0.30 eV above the Fermi level. The barriers are rectangular, 1.5 and 1.0 nm wide, with the silicon mass. The silicide is a free-electron metal whose band bottom lies 10 eV below the Fermi level. Incidence is normal.

For one contact let $v_M=k_M/m_M$, $v_S=k/m_S$ and $b=\kappa/m_S$, with masses in units of $m_0$, where $k_M$ is the wave number in the metal and $\kappa$ the decay constant in the barrier. Both $\psi$ and $g=\psi'/m$ are continuous. Start on the silicon side with an outgoing wave, $\psi=1$ and $g=iv_S$, and go back through a barrier of width $d$:

$$\psi=\cosh\kappa d-\frac{iv_S}{b}\sinh\kappa d,\qquad g=iv_S\cosh\kappa d-b\sinh\kappa d .\tag{16}$$

In the metal $\psi$ is the sum of the incoming and reflected amplitudes, and $g$ is $iv_M$ times their difference. The incoming amplitude is thus $\tfrac12[\psi+g/(iv_M)]$. The flux ratio is $v_S/v_M$ divided by its squared modulus:

$$T_i=\frac{4v_Mv_S}{(v_M+v_S)^2\cosh^2\kappa d+(b-v_Mv_S/b)^2\sinh^2\kappa d}.\tag{17}$$

Here $k=0.4993$ and $\kappa=1.2231\ \mathrm{nm^{-1}}$, so $v_S=2.63$, $b=6.44$ and $v_M=16.2\ \mathrm{nm^{-1}}$. For $d=1.5$ nm, $\cosh^2\kappa d=10.3$ and the second term of the denominator is negligible. Thus $T_1\approx170/(354\times10.3)=0.047$. The same steps with $d=1.0$ nm give $T_2=0.141$.

From (8), $1/\langle T\rangle=21.47+7.09-1\approx27.6$, so $\langle T\rangle=0.0363$. One phase period corresponds to a length change $\pi/k=6.29$ nm. The mean quoted at the start was obtained by solving the Schrödinger equation for the complete structure at equally spaced lengths over this period, without using (4). With conductance $(2e^2/h)T$ per spin-degenerate mode, the mean corresponds to $12.906\ \mathrm{k\Omega}/0.0363\approx356\ \mathrm{k\Omega}$.

With $\rho=0.905$, half of the mean comes from $|\theta|<0.0996$ rad, or 3.2 % of all phases. This is why a typical length gives far less than the mean: $e^{\langle\ln T\rangle}=0.0066$ and $1/\langle1/T\rangle=0.0036$. The second value is also the median, because half of all phases have $|\theta|<\pi/2$ and (4) at $\theta=\pi/2$ equals $T_1T_2/(1+R_1R_2)$. A window of 7.16 rad, placed to include two resonances, reaches the bound (12) and overestimates $\langle T\rangle$ by 63 %.

## What supplies the average, and what the model omits

At temperature $\mathcal T$ the electron energies are weighted by $-\partial f/\partial E$, with $f$ the Fermi function. The velocity $3.04\times10^5$ m/s gives $\hbar v=0.200$ eV nm and a phase period in energy of about $\pi\hbar v/L=31$ meV. If the phase is taken as linear in energy, the first harmonic in (10) is multiplied by $x/\sinh x$, with $x=2\pi k_B\mathcal T L/(\hbar v)$. This estimate ignores the subband edge and the energy dependence of the contacts, whose reflection phases shorten the period to about 29 meV. At 300 K, $x\approx16$ and the factor is of order $10^{-6}$; at 4 K it is 0.99.

The full energy integrals, which include both, show the same contrast between the two temperatures. Over 32 lengths spanning one period, the ratio of coherent to incoherent thermal transmission is 1.000 at 300 K and runs from 0.05 to 10.8 at 4 K. The 300 K mean, 0.0356, lies close to 0.0363 only because two larger effects nearly cancel: 13 % of the thermal weight lies below the subband bottom, while the energy dependence of $T_1$ and $T_2$ raises the mean over the remaining weight to 0.0408. A measured conductance that agrees with (7) is therefore no proof that phase memory has been lost.

Averaging over directions is less effective. At zero temperature, with transverse wave numbers $q$ weighted uniformly, the same ratio runs from 0.50 to 3.07 at these 32 lengths and reaches 3.3 between them, although $2L\sqrt{k^2-q^2}$ covers about three periods. This phase is stationary at $q=0$: for $q<0.31k$, almost a third of the channels, it stays within 1 rad of its value there. The incoherent mean over directions is 0.028. Roughness that spreads the channel length by 2 nm rms, treated as independent channels of different length in parallel with fixed $T_1$ and $T_2$, gives $\sigma=2.0$ rad and still leaves an error of 25 % relative to (7) when centred on a resonance. If each contact is independently rough by 2 nm rms, $\sigma=2.8$ rad and the error falls to 3 %.

The parameters are rough values for nickel silicide on n-type silicon with dopants segregated at the interface to lower the barrier; without them it is roughly twice as high. The film is at the thin end for devices. The result is also sensitive to the shape of the barriers. At the Fermi energy, triangular barriers that are highest at the metal and have the same height and area above the subband bottom give a series transmission of 0.023. Adding the image force, which lowers the top of the wider barrier from 0.35 to 0.23 eV above the subband bottom, raises this to about 0.04 (0.039 to 0.041, depending on where the diverging image potential is cut off near the metal and how far its tail is kept). Height and area alone therefore do not fix the transmission of such a contact pair: going from rectangle to triangle changes it by a factor of 1.5, and other shapes can change it more. Equation (7) itself stays exact for a uniform phase, whatever the fixed values of $T_1$ and $T_2$.

Scattering in the channel is a smaller correction here. For a rough mobility of 200 cm²/Vs, the velocity times the momentum relaxation time $\tau$ is 6.6 nm. Per valley, a film of width $W$ has $kW/\pi$ spin-degenerate modes and $k^2/(2\pi)$ electrons per area, so its Drude conductance is $(2e^2/h)(kW/\pi)\,\tfrac{\pi}{2}v\tau/L$. Each mode therefore has the series term $L/(\tfrac{\pi}{2}v\tau)=1.9$. Adding it to $1/\langle T\rangle$, as an incoherent series resistance, lowers the transmission to 0.034. Without scattering, an electron that has entered crosses the channel on average $(1+R_2)/(1-R_1R_2)=10.3$ times, a path of 205 nm. This far exceeds 6.6 nm, so phase memory would not survive at 300 K if phonons cause a substantial part of the scattering; elastic scattering alone would not destroy it.

The use of a single subband is a rougher approximation at 300 K. If the film had infinitely high walls, the next subband and the valleys of the other orientation would each hold about 1.7 % as many electrons as the lowest subband. With oxide walls 3.1 eV high and an oxide mass of $0.5\,m_0$, the wave functions reach into the oxide and the upper levels move closer: the shares become about 3 % and one third. The 300 K values above therefore describe the lowest subband, not the whole current. For a film 1000 nm wide between two gates with 2 nm of oxide, the gate capacitance alone gives a charging energy $e^2/C$ of 0.23 meV; the capacitance to the contacts lowers it further. That is small against $k_B\mathcal T$ at 300 K but not at 4 K, where $k_B\mathcal T$ is 0.34 meV. Even there, single-electron charging should matter little, because over this width the two contacts, averaged over directions and with both valleys of the lowest subband counted, conduct about 22 and 70 times $e^2/h$, and charging effects are strong only when the contacts conduct less than about $e^2/h$.

## Calculated quantities

```
Fermi level above subband: 0.05 eV; barrier: 0.30 eV
barrier widths: 1.5 and 1.0 nm; channel L: 20 nm
mass: 0.19 m0; metal band depth: 10 eV
k in silicon: 0.4993 1/nm; kappa in barrier: 1.2231 1/nm
velocity in silicon: 3.043e+05 m/s
T1 = 0.04657, T2 = 0.14095 (no unit)
R1 = 0.95343, R2 = 0.85905, rho = 0.90501 (no unit)
length change for one phase period: 6.291 nm
T of whole structure at L = 20 nm: 0.00197
largest and smallest T over phase: 0.72751, 0.00181
mean T, solved structure, over one period: 0.03627673
T1 T2/(T1+T2-T1 T2): 0.03627673
1/mean(1/T): 0.00361; exp(mean ln T): 0.00656
h/(2e^2): 12.906 kOhm
resistance per mode from mean T: 355.8 kOhm
half of mean T from |theta| < 0.0996 rad
  which is a share 3.17 % of all phases
worst window 7.162 rad: error 63.2 %
roughness 2.0 nm rms: phase spread 1.997 rad
  error of mean, centred on resonance: 24.7 %
three barriers T=0.5: coherent mean 0.22361
three barriers T=0.5: incoherent 0.25000
-- neglected effects --
300 K: thermal mean of incoherent T 0.03564
300 K: coherent/incoherent over L: 1.000 to 1.000
4 K: thermal mean of incoherent T 0.03628
4 K: coherent/incoherent over L: 0.050 to 10.811
all angles, 0 K: mean incoherent T 0.02753
all angles: coherent/incoherent over L: 0.502 to 3.071
triangular barriers of equal area: series T 0.02341
triangular with image force: series T 0.03992
mobility (rough): 200 cm2/Vs; v*tau: 6.57 nm
series T with channel scattering: 0.03390
mean crossings of channel per entry: 10.27
mean distance travelled in channel: 205 nm
film 3 nm: second subband at 0.137 eV, other valleys at 0.174 eV
300 K electrons there, relative to lowest subband: 1.7 %, 1.7 %
two gates, 2 nm oxide, film 1000 nm wide: e^2/C = 0.232 meV
```
